# Oxygen pressure in equilibrium with water and hydrogen at 600 K

**Question.** A deposition or etch chamber at 600 K contains water vapour and hydrogen at equal partial pressures, 1 Torr in total. If the gas is in chemical equilibrium, how large is the partial pressure of molecular oxygen, and how does it change with the gas ratio, the total pressure and the temperature?

**Answer.** The oxygen pressure follows from the free energy of one reaction,

$$\mathrm{H_2}+\tfrac12\mathrm{O_2}\rightleftharpoons\mathrm{H_2O}.$$

The three gases are taken as ideal, and other species are left out. Energies are in eV per molecule, and the standard pressure is $p^\circ=1$ bar. The subscripts W, H and O denote the molecules H₂O, H₂ and O₂.

### The equilibrium condition

At fixed temperature and total pressure, equilibrium minimises the Gibbs energy $G$. Its change when the molecule numbers $N_i$ change is $dG=\sum_i\mu_i\,dN_i$, where $\mu_i$ is the chemical potential. Let the reaction form $d\xi$ water molecules. Conservation of atoms requires

$$dN_W=d\xi,\qquad dN_H=-d\xi,\qquad dN_O=-\tfrac12 d\xi ,$$

so that $dG=(\mu_W-\mu_H-\tfrac12\mu_O)\,d\xi$. At the minimum neither direction of the reaction lowers $G$, and therefore

$$\mu_W=\mu_H+\tfrac12\mu_O. \tag{1}$$

For an ideal gas of $N$ identical molecules in a volume $V$, the partition function is $Z=Q^N/N!$, with the one-molecule factor

$$Q=\frac{V}{\lambda^3}\,q\,e^{-\varepsilon/kT},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Here $\varepsilon$ is the energy of the molecular ground state, including zero-point vibration, and $q$ sums over internal states measured from it. The factor $V/\lambda^3$ comes from translation: integrating $e^{-P^2/2mkT}$ over momentum $P$ gives $(2\pi mkT)^{3/2}$, and each state occupies a phase-space volume $h^3$.

With Stirling's formula, $F=-kT\ln Z=-kT(N\ln Q-N\ln N+N)$. Differentiating with respect to $N$ at fixed $V$ gives $\mu=-kT\ln(Q/N)$. Since $V/N=kT/p$ for a gas of partial pressure $p$,

$$\mu=\varepsilon-kT\ln\frac{kT\,q}{p\,\lambda^3}
=\underbrace{\varepsilon-kT\ln\phi}_{\mu^\circ}+kT\ln\frac{p}{p^\circ},\qquad
\phi=\frac{kT}{p^\circ\lambda^3}\,q. \tag{2}$$

Define $\Delta G^\circ=\mu_W^\circ-\mu_H^\circ-\tfrac12\mu_O^\circ$, the standard Gibbs energy change per water molecule formed. Inserting (2) into (1) gives

$$\Delta G^\circ+kT\ln\frac{p_W}{p_H}-\tfrac12kT\ln\frac{p_O}{p^\circ}=0 .$$

The standard pressure cancels between water and hydrogen but remains for oxygen. Multiplying by $2/kT$ and exponentiating,

$$\boxed{\;\frac{p_O}{p^\circ}=\left(\frac{p_W}{p_H}\right)^2
\exp\!\left(\frac{2\Delta G^\circ}{kT}\right)\;} \tag{3}$$

The factor 2 appears because one O₂ molecule makes two water molecules. Forming water is favourable, so $\Delta G^\circ$ is negative and the exponential is small. At a fixed ratio of water to hydrogen the total pressure drops out, because the reaction exchanges one molecule of H₂ for one of H₂O.

### What the internal states contribute

A linear molecule has rotational levels $BJ(J+1)$ with degeneracy $2J+1$. When $kT\gg B$ the sum becomes an integral over $u=J(J+1)$, for which $du=(2J+1)dJ$:

$$\int_0^\infty e^{-Bu/kT}du=\frac{kT}{B}.$$

Exchanging the two identical atoms gives the same arrangement, so half of this is kept: $q_{\rm rot}=kT/2B$.

Water has three moments of inertia $I_i$. Its classical sum contains an orientation volume $8\pi^2$, three Gaussian integrals over angular momentum and a factor $1/h^3$. Exchange of the two hydrogens again gives a factor ½:

$$q_{\rm rot}=\frac12\,\frac{8\pi^2}{h^3}\prod_{i=1}^3\sqrt{2\pi I_ikT} .$$

Let the rotational constants be $A,B,C=\hbar^2/2I_i$. Then $2\pi I_ikT=\pi\hbar^2kT/A$ for the first axis, and similarly for the others. With $h=2\pi\hbar$ the prefactors combine to $8\pi^2\pi^{3/2}/(2\pi)^3=\sqrt\pi$, and

$$q_{\rm rot}=\frac12\sqrt{\frac{\pi(kT)^3}{ABC}} .$$

The spin multiplicity of the hydrogen nuclei is the same in H₂ and H₂O and cancels from the reaction.

A harmonic vibration with quantum $\omega$, expressed as an energy, contributes the geometric series $1/(1-e^{-\omega/kT})$. The electronic ground state of O₂ is a spin triplet and contributes a factor 3.

The molecular inputs are rough two-figure values. The bond lengths are 0.074 nm in H₂, 0.12 nm in O₂ and 0.096 nm in water, whose bond angle is 1.8 rad. The vibrational quanta are 0.52 eV for H₂, 0.19 eV for O₂, and 0.20, 0.45 and 0.47 eV for water. The bond lengths, angle and atomic masses give rotational constants of 7.573 meV for H₂, 0.1814 meV for O₂, and 3.278, 1.833 and 1.176 meV for water.

At 600 K, $kT=0.05170$ eV and $kT/p^\circ=82.8\ \mathrm{nm^3}$. The thermal wavelengths are 0.05020 nm for H₂, 0.01260 nm for O₂ and 0.01679 nm for water. Hence

$$\phi_H=\frac{82.8}{0.05020^3}\times\frac{51.70}{2\times7.573}
\approx(6.55\times10^5)(3.41),\qquad \ln\phi_H=14.620,$$

$$\phi_O\approx(4.14\times10^7)(142.5)(1.026)(3),\qquad \ln\phi_O=23.623,$$

$$\phi_W\approx(1.75\times10^7)(123.9)(1.022),\qquad \ln\phi_W=21.519 .$$

The factors are, in order, translation, rotation, vibration where it matters and, for oxygen, spin. The combination needed in $\Delta G^\circ$ is

$$\Delta\ln\phi=21.519-14.620-\tfrac12(23.623)=-4.913 .$$

It is negative because forming water reduces the number of gas molecules: one and a half become one.

### From the heat of reaction to the pressure

The remaining input is the heat released when water vapour forms, roughly 2.5 eV per molecule at 298.15 K. This is a reaction enthalpy, whereas (2) needs the difference of ground-state energies $\Delta\varepsilon$.

Let $h_i(T)$ be the enthalpy per molecule above the ground state. Translation contributes $\tfrac32kT$ and the term $pV/N$ contributes $kT$. Classical rotation adds $kT$ for a linear molecule and $\tfrac32kT$ for water. Thus $h=\tfrac72kT$ for H₂ and O₂, and $4kT$ for water, apart from vibration. At 298.15 K the vibrational terms are negligible at the precision used here, so

$$\Delta h=\left(4-\tfrac72-\tfrac74\right)kT=-\tfrac54kT=-0.032\ \mathrm{eV}.$$

Since $\Delta H=\Delta\varepsilon+\Delta h$,

$$\Delta\varepsilon=-2.5+0.032=-2.468\ \mathrm{eV}.$$

The extra digits keep the arithmetic consistent; they do not make the rough heat more accurate. The standard Gibbs energy change at 600 K is now

$$\Delta G^\circ=\Delta\varepsilon-kT\,\Delta\ln\phi
=-2.468+0.254=-2.214\ \mathrm{eV}.$$

For equal pressures of water and hydrogen, (3) gives

$$\frac{p_O}{p^\circ}=\exp\!\left(-\frac{2\times2.214}{0.05170}\right)
=e^{-85.6}=10^{-37.2},$$

$$p_O\approx6\times10^{-38}\ \mathrm{bar}.$$

To the accuracy of the estimate, this is about $10^{-37}$ bar.

The two parts of $\Delta G^\circ$ show where the number comes from. The energy alone would give $e^{2\Delta\varepsilon/kT}\approx10^{-41.5}$. The thermal factor $e^{-2\Delta\ln\phi}$ raises this by about 4.3 decades, mainly because splitting two water molecules into two hydrogen molecules and one oxygen molecule creates an additional freely moving molecule: translation contributes about $+4.8$ decades, rotation $-1.0$ and the spin of O₂ $+0.5$. The energy cost remains dominant at 600 K.

### How reliable is the exponent?

If the heat released is increased by $\delta$ at fixed molecular data, $\Delta G^\circ$ falls by $\delta$ and the pressure is multiplied by $e^{-2\delta/kT}$. A change of 0.05 eV is only 2 % of the heat, but it changes the pressure by a factor $e^{0.1/0.0517}\approx7$. Heats of 2.55 and 2.45 eV give $9\times10^{-39}$ and $4\times10^{-37}$ bar respectively.

An electronic-structure calculation provides a value of the heat that does not use the rough 2.5 eV, although it still takes the rough molecular geometries and vibrational quanta. It combines Hartree–Fock energies in the cc-pVTZ basis with correlation energies from coupled cluster with single and double excitations (CCSD). With basis cardinal numbers 2 for cc-pVDZ and 3 for cc-pVTZ, the correlation energy is assumed to approach its limit as the inverse cube of that number. A perturbative triples correction is added in cc-pVDZ. The bond lengths and angle are the rough values above, and the oxygen 1s electrons are not correlated.

The resulting electronic reaction energy is $-2.668$ eV. Half the sum of the vibrational quanta changes by $+0.2525$ eV in the reaction. Including the thermal enthalpy,

$$\Delta H(298)=-2.668+0.2525-0.032\approx-2.45\ \mathrm{eV}.$$

This heat gives $5\times10^{-37}$ bar, about eight times the estimate from the rough heat. The calculation leaves out core correlation and relativity and is not converged in the basis. Going from cc-pVTZ to cc-pVQZ lowers the Hartree–Fock reaction energy by 0.027 eV, which alone reduces the pressure to about $2\times10^{-37}$ bar. The second-order (MP2) correlation contribution moves by about $-0.09$ eV over the same step, so an extrapolation from cc-pVDZ and cc-pVTZ is not tightly fixed. The computed heat is therefore uncertain by up to about 0.1 eV, more than a decade in pressure, and it supports only the rough size of the exponent. Tabulated thermochemical data, with a heat of 2.506 eV and $\Delta G^\circ(600\ \mathrm K)=-2.218$ eV, give about $5.5\times10^{-38}$ bar, close to the estimate from the rough heat.

Treating rotation classically costs much less. For hydrogen, the first correction from the Euler–Maclaurin formula is

$$q_{\rm rot}\approx\frac{kT}{2B}\left(1+\frac{B}{3kT}\right).$$

It raises $\ln\phi_H$ by about 0.048 at 600 K. However, $-kT\ln(1+B/3kT)\approx-B/3$ is a constant energy shift. The same shift enters the enthalpy at 298 K, from which $\Delta\varepsilon$ was inferred, so it cancels at this order when the measured heat is held fixed. Replacing the classical rotational integrals by sums over quantum levels at both temperatures changes the final pressure by only 0.8 %.

### Scaling with the gas ratio

Let $r=p_W/p_H$. At fixed temperature $p_O\propto r^2$. A drier gas with $r=0.01$ lowers the oxygen pressure by four decades, to $6\times10^{-42}$ bar. A wetter gas with $r=10$ raises it by two decades, to $6\times10^{-36}$ bar.

The ratio must be the one present at equilibrium. When both gases are plentiful, the reaction hardly changes it, and the mixture acts as a buffer. Suppose equal partial pressures $p$ of water and hydrogen receive a small oxygen pressure $a$, which then reacts almost completely. Water gains $2a$ and hydrogen loses $2a$. To first order,

$$\delta\ln p_O=2\left(\frac{2a}{p}+\frac{2a}{p}\right)=\frac{8a}{p}.$$

For 1 ppb of oxygen in the total gas, $a/p=2\times10^{-9}$, and the equilibrium oxygen pressure rises by a relative amount of only $1.6\times10^{-8}$.

Steam without added hydrogen behaves differently. Its hydrogen comes from dissociation, which makes two H₂ molecules for each O₂, so $p_H=2p_O$. Let $\kappa=e^{2\Delta G^\circ/kT}=6.4\times10^{-38}$. Equation (3) becomes

$$\frac{p_O}{p^\circ}=\frac{p_W^2}{4p_O^2}\,\kappa
\quad\Longrightarrow\quad
p_O=\left(\frac{\kappa\,p^\circ p_W^2}{4}\right)^{1/3}.$$

At $p_W=1$ Torr $=1.33\times10^{-3}$ bar,

$$p_O\approx\left(\frac{6.4\times10^{-38}\times1.8\times10^{-6}}4\right)^{1/3}\mathrm{bar}
\approx3\times10^{-15}\ \mathrm{bar}.$$

This is more than 22 decades above the value for equal water and hydrogen. The total pressure now matters, through its two-thirds power. The tiny oxygen pressure in the original mixture is thus a consequence of the hydrogen present, as well as of the stability of water.

### Scaling with temperature

Dividing $\Delta G^\circ$ by $kT$ gives

$$\frac{\Delta G^\circ}{kT}=\frac{\Delta\varepsilon}{kT}-\Delta\ln\phi .$$

At fixed $p^\circ$, $d\ln\phi_i/dT=h_i/kT^2$. For translation this is the statement that $kT/\lambda^3\propto T^{5/2}$ and $h=\tfrac52kT$; for internal motion it is the usual thermal average of the energy. Since $d(1/T)=-dT/T^2$, it follows that $d\ln\phi_i/d(1/T)=-h_i/k$. At a fixed gas ratio,

$$\frac{d\ln p_O}{d(1/T)}=\frac{2}{k}(\Delta\varepsilon+\Delta h)
=\frac{2\Delta H(T)}{k}. \tag{4}$$

At 600 K, $\Delta H=-2.531$ eV, so the slope is about $-5.87\times10^4$ K. Raising the temperature by 10 K multiplies the pressure by 5.0, and near 600 K one decade corresponds to about

$$\frac{T^2\ln10}{5.87\times10^4\ \mathrm{K}}\approx14\ \mathrm{K}.$$

With $\Delta H$ held at its 600 K value, integration of (4) to 700 K raises $\log_{10}p_O$ by

$$\frac{5.87\times10^4}{2.303}\left(\frac1{600}-\frac1{700}\right)\approx6.1 .$$

The pressure at 700 K is then about $10^{-31}$ bar. Heating favours dissociation, but the equilibrium oxygen pressure remains extremely small.

### What such a pressure means

The average number density is $p_O/kT$. For $6.4\times10^{-38}$ bar, or $6.4\times10^{-33}$ Pa, it corresponds to one O₂ molecule in about $1300\ \mathrm{km^3}$. In a chamber of 10 litres the average number is about $8\times10^{-15}$. This is a probability of finding a molecule, not a permanent population.

The impact rate per area on one side of a surface is $p/\sqrt{2\pi mkT}$, which is the density $p/kT$ times $\sqrt{kT/2\pi m}$, the average inward velocity component when molecules moving away are counted as zero. Using the definition of $\lambda$, it can be written $p\lambda/h$:

$$\frac{(6.4\times10^{-33}\ \mathrm{Pa})(1.26\times10^{-11}\ \mathrm m)}
{6.63\times10^{-34}\ \mathrm{J\,s}}
\approx1.2\times10^{-10}\ \mathrm{m^{-2}s^{-1}} .$$

One face of a 300 mm wafer has an area of $0.071\ \mathrm{m^2}$. It would be struck on average once in about 3700 years. If a surface approaches equilibrium with this gas on a process time scale, its oxygen exchange cannot rely on impacts of equilibrium O₂. Among the three gases considered, water and hydrogen must carry it. The radicals left out are not all rarer than O₂. In this mixture OH is of order $10^{-23}$ bar and H of order $10^{-18}$ bar, and O atoms are comparable to O₂. They are too dilute to change the ratio $r$, and even the OH impact rate, of order $10^{5}\ \mathrm{m^{-2}s^{-1}}$, is negligible against some $10^{19}$ surface sites per square metre.

The useful quantity is the chemical potential of an oxygen atom, $\mu_{\rm at}=\mu_W-\mu_H$, which by (1) also equals $\tfrac12\mu_O$. Measured from half an O₂ molecule at 1 bar and the same temperature,

$$\Delta\mu_{\rm at}=\tfrac12kT\ln\frac{p_O}{p^\circ}
=\Delta G^\circ+kT\ln r .$$

At 600 K and $r=1$ this is $-2.21$ eV. Consider a bulk oxide in contact with its metal, and let $g$ be its standard free energy of formation per oxygen atom. Adding an oxygen atom from the gas changes the free energy by $g-\Delta\mu_{\rm at}$. The oxide is stable against reduction to that metal if $g<-2.21$ eV; if $g$ is higher, hydrogen can reduce it. A tiny oxygen pressure alone therefore does not show that the gas reduces a given oxide. Each decade in $r$ moves the threshold by $kT\ln10=0.12$ eV, so at $r=0.01$ it lies at $-2.45$ eV. For very thin films, surface and interface energies must be added to $g$.

### Comparison with a real chamber

The temperature of 600 K, the total pressure of 1 Torr and the equal pressures of water and hydrogen are chosen reference conditions, not those of a particular process. In pulsed operation the composition varies with time, and (3) gives the actual oxygen pressure only if the gas has time to equilibrate at the instantaneous ratio. If only a surface equilibrates with the water and hydrogen, (3) gives an equivalent pressure that expresses the surface's oxygen chemical potential.

Non-ideality is a minor concern. With a rough second virial coefficient of magnitude $10^{-4}\ \mathrm{m^3/mol}$ for steam, the relative correction $p|B_2|/RT$ at 1 Torr is about $3\times10^{-6}$. Lack of equilibrium can matter far more. An unreacted O₂ impurity of 1 ppb in 1 Torr has a pressure of $1.3\times10^{-12}$ bar, about $2\times10^{25}$ times the equilibrium value. The actual oxygen pressure is then set by supply, leaks and reaction rates, none of which enters (3). A surface that reacts readily with O₂ can respond to that impurity even though equilibrium between water and hydrogen alone would give a far lower oxygen pressure.
